# Diffuse Surface Scattering in Thin Films: Testing the Thick-Film Resistivity Formula

## The problem

A metal film of thickness $d$ carries a current parallel to its faces. The electrons are free, with charge $-e$, mass $m$, density $n$ and Fermi speed $v_F$. Scattering in the interior is described by one relaxation time $\tau$, so the bulk mean free path is $\lambda=v_F\tau$. Both faces scatter diffusely: an electron leaving a face has no memory of its earlier drift. Grain boundaries and size quantization are left out, and the temperature is far below the Fermi temperature. Gaussian units are used. Write

$$\kappa=\frac d\lambda,\qquad S(\kappa)=\frac{\sigma}{\sigma_0}=\frac{\rho_0}{\rho},$$

where $\sigma_0$ and $\rho_0$ are the bulk conductivity and resistivity.

1. Derive $S(\kappa)$ as a single integral and reduce it to exponential integrals.
2. Find the leading thick-film correction to the resistivity.
3. Evaluate the exact result for $0.1\le\kappa\le10$. Decide whether the thick-film resistivity formula stays within ten percent of it on the whole interval, not just at tabulated points.
4. Explain what happens for still thinner films.

## Hints

**Hint 1.** Solve the Boltzmann equation separately for electrons moving up and down. In each case measure distance from the face the electron has just left.

**Hint 2.** Average over depth before averaging over direction. The substitution $t=v_F/|v_z|$ then gives integrals of the type
$$E_n(\kappa)=\int_1^\infty t^{-n}e^{-\kappa t}\,dt .$$

**Hint 3.** A table cannot exclude a large error between its entries. Show that $S$ is increasing and concave. A concave curve lies above its chords and below its tangents.

**Hint 4.** For thin films, ask which electrons can travel far without meeting a face.

## Full solution

### The distribution in the film

Let the field $E$ point along $x$ and let the faces be $z=0$ and $z=d$. Write the distribution as $f_0(\varepsilon)+g$. The force is $-eE$, so the steady linearized Boltzmann equation is

$$v_z\frac{\partial g}{\partial z}-\frac{eE}{m}\frac{\partial f_0}{\partial v_x}=-\frac g\tau .$$

Since $\partial f_0/\partial v_x=mv_x\,\partial f_0/\partial\varepsilon$,

$$v_z\frac{\partial g}{\partial z}+\frac g\tau=eEv_x\frac{\partial f_0}{\partial\varepsilon}.$$

In the bulk the derivative term vanishes and $g=eE\tau v_x\,\partial f_0/\partial\varepsilon$. In the film, multiply this bulk solution by an unknown factor $y$. Let $s$ be the distance from the face just left: $s=z$ for $v_z>0$ and $s=d-z$ for $v_z<0$. Both cases give

$$\tau|v_z|\frac{dy}{ds}=1-y,\qquad y(0)=0,$$

because diffuse scattering removes the drift at the face. The solution is

$$y=1-e^{-s/(\tau|v_z|)} .$$

The drift approaches its bulk value over a depth of order $\tau|v_z|$, reaching 63% of it at $s=\tau|v_z|$. This depth is short for grazing directions.

### Averages over depth and direction

Put $\mu=|v_z|/v_F$, so that $\tau|v_z|=\lambda\mu$. The depth average of $y$ is

$$\frac1d\int_0^d\left(1-e^{-s/(\lambda\mu)}\right)ds
=1-\frac{\lambda\mu}{d}\left(1-e^{-d/(\lambda\mu)}\right)=\varphi\!\left(\frac\kappa\mu\right),$$

$$\varphi(x)=1-\frac{1-e^{-x}}x .$$

The current density is $-e$ times the sum of $v_xg$ over states. As $g$ already contains one factor $v_x$, each direction is weighted by $v_x^2=v_F^2(1-\mu^2)\cos^2\phi$. The azimuthal average of $\cos^2\phi$ is $1/2$ and cancels in the ratio to the bulk. With $\int_0^1(1-\mu^2)d\mu=2/3$,

$$S(\kappa)=\frac32\int_0^1(1-\mu^2)\,\varphi\!\left(\frac\kappa\mu\right)d\mu .$$

The bulk value is $\sigma_0=ne^2\tau/m$. Insert $\varphi$; its constant term integrates to 1:

$$S=1-\frac3{2\kappa}\int_0^1(\mu-\mu^3)\left(1-e^{-\kappa/\mu}\right)d\mu .$$

Now set $t=1/\mu$, so $d\mu=-dt/t^2$. The minus sign reverses the limits, and

$$S=1-\frac3{2\kappa}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)\left(1-e^{-\kappa t}\right)dt .$$

### The thick-film formula and its error

The part without the exponential is $\int_1^\infty(t^{-3}-t^{-5})dt=\frac12-\frac14=\frac14$. Hence

$$S=1-a+c,\qquad a=\frac3{8\kappa},\qquad c=\frac3{2\kappa}\left[E_3(\kappa)-E_5(\kappa)\right].$$

For $t>1$ we have $t^{-3}>t^{-5}$ and $e^{-\kappa t}<e^{-\kappa}$, so $0<c<a\,e^{-\kappa}$. For a thick film $c$ is exponentially small. To first order in $1/\kappa$, inversion of $1-a$ gives the required formula:

$$\frac\rho{\rho_0}\approx1+a=1+\frac{3\lambda}{8d}.$$

The ratio of approximate to exact resistivity is $P=(1+a)S$. Its relative error is therefore

$$P-1=(1+a)(1-a+c)-1=-a^2+c(1+a).$$

The first term comes from truncating the inversion, the second from the exponential remainder. At $\kappa=10$, $a=0.0375$ and $-a^2=-0.14\%$, which is the whole error at this precision. At $\kappa=2$, $-a^2=-3.52\%$, while $c=0.81911-0.8125=0.00661$ contributes $+0.78\%$. Added before rounding, the two terms give $-2.73\%$.

Selected values are:

| $\kappa$ | $S$ | exact $\rho/\rho_0$ | $1+a$ | error |
|---:|---:|---:|---:|---:|
| 0.1 | 0.2091 | 4.782 | 4.750 | −0.66% |
| 0.2 | 0.3230 | 3.096 | 2.875 | −7.13% |
| 0.4 | 0.4698 | 2.128 | 1.938 | −8.97% |
| 1 | 0.6839 | 1.462 | 1.375 | −5.97% |
| 2 | 0.8191 | 1.221 | 1.188 | −2.73% |
| 10 | 0.9625 | 1.039 | 1.038 | −0.14% |

As an independent test, the transport equation was integrated numerically through the film for both senses of $v_z$. At five values of $\kappa$ from 0.1 to 10, the resulting $S$ differed from the closed form by at most $1.7\times10^{-9}$.

### From table entries to the whole interval

Use the representation

$$\varphi(x)=1-\int_0^1e^{-xu}\,du .$$

Differentiation gives

$$\varphi'(x)=\int_0^1u\,e^{-xu}du>0,\qquad
\varphi''(x)=-\int_0^1u^2e^{-xu}du<0 .$$

Thus $\varphi(\kappa/\mu)$ is increasing and concave in $\kappa$ for every $\mu$. The weight $1-\mu^2$ is not negative, so $S$ has the same properties. Also $S(0)=0$, because $\varphi(0)=0$.

Take a cell $\kappa_1\le\kappa\le\kappa_2$. The chord through its end points is $\alpha+\beta\kappa$, with

$$\beta=\frac{S(\kappa_2)-S(\kappa_1)}{\kappa_2-\kappa_1}>0,\qquad \alpha=S(\kappa_1)-\beta\kappa_1 .$$

Outside the cell the extended chord lies on or above the concave curve. At $\kappa=0$ this gives $\alpha\ge S(0)=0$. Inside the cell the curve lies on or above the chord, so

$$P\ge(\alpha+\beta\kappa)\left(1+\frac3{8\kappa}\right)
=\alpha+\frac{3\beta}8+\beta\kappa+\frac{3\alpha}{8\kappa}.$$

The last two terms have a fixed product, $3\alpha\beta/8$. Their sum is at least twice the square root of that product, and therefore

$$P\ge\left(\sqrt\alpha+\sqrt{\frac{3\beta}8}\right)^2 .$$

For an upper bound use the tangent at $\kappa_1$. Its intercept at $\kappa=0$ is also non-negative, because the tangent lies above $S(0)=0$. Multiplied by $1+3/(8\kappa)$, it becomes a constant plus a positive multiple of $\kappa$ plus a non-negative multiple of $1/\kappa$. This is convex, so its maximum lies at an end of the cell:

$$P\le\max\left\{P(\kappa_1),\,
\left[S(\kappa_1)+S'(\kappa_1)(\kappa_2-\kappa_1)\right]\left(1+\frac3{8\kappa_2}\right)\right\}.$$

The slope follows from $a'=-a/\kappa$ and $E_n'=-E_{n-1}$:

$$S'=\frac{a-c}\kappa-\frac3{2\kappa}\left[E_2(\kappa)-E_4(\kappa)\right].$$

Consider the cell from 0.3 to 0.4. Here $\alpha=0.21267$ and $\beta=0.64288$, so

$$P\ge\left(0.4612+0.4910\right)^2\approx0.907 .$$

At the left end $P=0.40554\times2.25=0.912$. The tangent reaches $0.40554+0.1\times0.72064=0.47760$ at the right end, and $0.47760\times1.9375=0.925$. Thus $0.906<P<0.926$ throughout this cell.

Twelve cells, with end points 0.1, 0.15, 0.2, 0.3, 0.4, 0.5, 0.7, 1, 1.5, 2, 3, 5 and 10, cover the interval. Their bounds are listed in the numerical output. The smallest lower bound is 0.9066 and the largest upper bound is 1.0372. Both leave margins far larger than the rounding of $S$, so the resistivity formula is within ten percent for every $\kappa$ from 0.1 to 10.

These are bounds, not the errors themselves. The largest error located numerically is $-8.99\%$ of the exact resistivity, near $\kappa=0.377$.

### Thinner films

The small error at $\kappa=0.1$ does not mean that the expansion has converged. There $a=3.75$, so $-a^2=-14.06$, while $c(1+a)$ is almost equal and opposite. The two resistivity curves cross nearby, at $\kappa=0.0950$.

To find the thin-film law, integrate by parts:

$$E_{n+1}=\frac{e^{-\kappa}-\kappa E_n}{n}.$$

Repeated use gives

$$E_3=\tfrac12\left[(1-\kappa)e^{-\kappa}+\kappa^2E_1\right],$$

$$E_5=\tfrac14e^{-\kappa}-\tfrac1{12}\kappa e^{-\kappa}+\tfrac1{12}\kappa^2E_3 .$$

For small $\kappa$, $E_1=L+\kappa+O(\kappa^2)$ with $L=\ln(1/\kappa)-\gamma$, where $\gamma\approx0.5772$ is Euler's constant. Expanding the exponentials through $\kappa^3$,

$$E_3=\frac12-\kappa+\left(\frac34+\frac L2\right)\kappa^2+\frac{\kappa^3}6+\dots,$$

$$E_5=\frac14-\frac\kappa3+\frac{\kappa^2}4-\frac{\kappa^3}6+\dots$$

Subtract, multiply by $3/(2\kappa)$, and add $1-a$. The terms in $1/\kappa$ and the constants cancel, leaving

$$S=\frac{3\kappa}4\left[\ln\frac1\kappa+1-\gamma\right]+\frac{\kappa^2}2+\dots$$

At $\kappa=0.1$ this gives $0.075\times2.725+0.005=0.209$, in agreement with the table.

The logarithm comes from electrons moving nearly parallel to the faces. For $\mu\gg\kappa$, $\varphi(\kappa/\mu)\approx\kappa/(2\mu)$, and the integral of $1/\mu$ is cut off near $\mu\sim\kappa$, where the path between faces becomes comparable with $\lambda$.

Multiplying the leading term of $S$ by $3/(8\kappa)$ gives

$$P\simeq\frac9{32}\left[\ln\frac1\kappa+1-\gamma\right]\qquad(\kappa\to0).$$

This grows without limit, so the thick-film formula eventually overestimates the resistivity by any chosen factor. With the exact $S$, its error is already $+10\%$ at $\kappa=0.0500$. The limiting form above is not yet accurate there: it gives $P\approx0.96$ instead of $1.10$, because it drops the term $S$ in $P=S+aS$ and the $\kappa^2/2$ term of $S$. In a real film of such small $\kappa$, the neglect of size quantization must also be checked. Standing waves across the film allow only values of $\mu$ spaced by about $\pi\hbar/(mv_Fd)$. This spacing must be small compared with $\kappa$, because electrons with $\mu\sim\kappa$ set the cut-off of the logarithm. The condition $mv_Fd/\hbar\gg1$ alone is therefore not enough. In the metal of Variation 2, for example, $\kappa=0.05$ would mean $d=0.70\ \mathrm{nm}$ and a spacing of about $0.37$, so the classical thin-film law cannot be trusted there. Even at $\kappa=0.1$ the spacing in this metal, about $0.19$, exceeds $\kappa$. The ten-percent result near the lower end of the interval then compares two formulas of the classical model and does not predict the resistivity of a real film.

## Variation 1: the conductivity form

**Question.** The formula $\sigma/\sigma_0\approx1-a$ agrees with the resistivity formula to first order in $1/\kappa$. Is it also within ten percent over the whole interval?

**Solution.** No. It is negative for $\kappa<3/8$, whereas $S$ is positive. From $S=1-a+c$,

$$\frac{1-a}S=1-\frac cS .$$

The remainder can be written

$$c=\frac32\int_0^1(1-\mu^2)\frac\mu\kappa e^{-\kappa/\mu}\,d\mu ,$$

which decreases with $\kappa$, while $S$ increases. Hence $c/S$ decreases, and there is one threshold for a ten percent error. It lies at $\kappa=0.949$. Above it the formula is low by less than ten percent; below it the error is larger. At $\kappa=0.7$, for example, $1-a=0.4643$ and $S=0.6016$, an error of about $-23\%$.

For thick films the conductivity form is nevertheless the more accurate one: its error is exponentially small, while that of the resistivity form is close to $-a^2$.

## Variation 2: inferring the mean free path

**Question.** A model metal has $n=6\times10^{22}\ \mathrm{cm^{-3}}$ and $\tau=10^{-14}\ \mathrm s$. A film has $d=10\ \mathrm{nm}$. Find its resistivity. Then suppose that $\rho$, $\rho_0$ and $d$ are known, and infer $\lambda$ from the thick-film formula.

**Solution.** The Fermi speed is

$$v_F=\frac\hbar m(3\pi^2n)^{1/3}=1.402\times10^8\ \mathrm{cm/s}.$$

Thus $\lambda=v_F\tau=1.402\times10^{-6}\ \mathrm{cm}=14.02\ \mathrm{nm}$, and $\kappa=10/14.02=0.713$. The bulk resistivity is

$$\rho_0=\frac m{ne^2\tau}=6.58\times10^{-18}\ \mathrm s=5.914\ \mathrm{\mu\Omega\,cm}.$$

The exact integral gives $S=0.60606$, or $\rho/\rho_0=1.650$. The film resistivity is $5.914\times1.650=9.76\ \mathrm{\mu\Omega\,cm}$. The thick-film factor is 1.526 and gives $9.02\ \mathrm{\mu\Omega\,cm}$, which is 7.5% low.

Solving the thick-film formula for the mean free path gives

$$\lambda_{\rm inferred}=\frac{8d}3\left(\frac\rho{\rho_0}-1\right)
=\frac{80\ \mathrm{nm}}3\times0.650=17.3\ \mathrm{nm}.$$

This is about 24% above the true 14.02 nm. The inference uses only the surface contribution, $\rho/\rho_0-1$. The formula predicts 0.526 for it instead of 0.650, an error of $-19\%$; the bulk term 1 hides much of this error in the total resistivity.

The remedy is to solve $S(\kappa)=\rho_0/\rho$, which has one solution because $S$ is increasing. Starting from $S(0.7)=0.60165$ and $S'(0.7)=0.33729$,

$$\kappa\approx0.7+\frac{0.60606-0.60165}{0.33729}=0.713,$$

and $\lambda=d/\kappa\approx14.0\ \mathrm{nm}$ is recovered. This works only when the assumptions of the model hold. In a real film, grain boundaries or partly specular faces also change $\rho$, and the inferred $\lambda$ is then no longer the bulk mean free path.

## Computed results

```
kappa | S exact | rho/rho0 exact | 1+3/(8 kappa) | error %
 0.10 | 0.20913 | 4.7817 | 4.7500 | -0.66
 0.15 | 0.27141 | 3.6844 | 3.5000 | -5.01
 0.20 | 0.32301 | 3.0959 | 2.8750 | -7.13
 0.30 | 0.40554 | 2.4659 | 2.2500 | -8.75
 0.40 | 0.46982 | 2.1285 | 1.9375 | -8.97
 0.50 | 0.52188 | 1.9161 | 1.7500 | -8.67
 0.70 | 0.60165 | 1.6621 | 1.5357 | -7.60
 1.00 | 0.68386 | 1.4623 | 1.3750 | -5.97
 1.50 | 0.76821 | 1.3017 | 1.2500 | -3.97
 2.00 | 0.81911 | 1.2208 | 1.1875 | -2.73
 3.00 | 0.87612 | 1.1414 | 1.1250 | -1.44
 5.00 | 0.92505 | 1.0810 | 1.0750 | -0.56
10.00 | 0.96250 | 1.0390 | 1.0375 | -0.14
cell | alpha | beta | lower P | S' at left | upper P
0.1 to 0.15 | 0.08457 | 1.24558 | 0.9492 | 1.38654 | 0.9934
0.15 to 0.2 | 0.11661 | 1.03201 | 0.9285 | 1.12476 | 0.9499
0.2 to 0.3 | 0.15796 | 0.82525 | 0.9096 | 0.94929 | 0.9404
0.3 to 0.4 | 0.21267 | 0.64288 | 0.9066 | 0.72064 | 0.9254
0.4 to 0.5 | 0.26160 | 0.52056 | 0.9088 | 0.57457 | 0.9227
0.5 to 0.7 | 0.32247 | 0.39882 | 0.9112 | 0.47203 | 0.9464
0.7 to 1 | 0.40982 | 0.27404 | 0.9230 | 0.33729 | 0.9664
1 to 1.5 | 0.51515 | 0.16871 | 0.9395 | 0.22249 | 0.9939
1.5 to 2 | 0.61551 | 0.10180 | 0.9603 | 0.12743 | 0.9879
2 to 3 | 0.70509 | 0.05701 | 0.9720 | 0.08106 | 1.0127
3 to 5 | 0.80271 | 0.02447 | 0.9835 | 0.03981 | 1.0274
5 to 10 | 0.88760 | 0.00749 | 0.9903 | 0.01493 | 1.0372
largest error, 0.1 to 10: -8.99 %
kappa at largest error: 0.377
kappa where the error vanishes: 0.0950
kappa where the error is +10 %: 0.0500
kappa where 1-3/(8 kappa) is 10 % low: 0.949
largest S difference, kinetic vs closed: 1.7e-09
kinetic kappa*(1-S) at kappa=10: 0.37500
example electron density: 6.0e+22 cm^-3
example relaxation time: 1.0e-14 s
example film thickness: 10.0 nm
Fermi speed: 1.4021e+08 cm/s
mean free path: 14.021 nm
example kappa: 0.7132
bulk resistivity, Gaussian: 6.5808e-18 s
bulk resistivity: 5.914 microohm cm
example S exact: 0.60606
exact rho/rho0: 1.6500
thick-film rho/rho0: 1.5258
exact film resistivity: 9.759 microohm cm
thick-film resistivity: 9.024 microohm cm
error of total resistivity: -7.53 %
error of surface contribution: -19.1 %
mean free path inferred by thick formula: 17.33 nm
```
